# Self-interaction and the 4f and 5d levels of ytterbium and mercury, part 2

The local density approximation (LDA) puts the level $X$, 4f in Yb and 5d in Hg, too high relative to 6s. How much do the Perdew-Zunger correction and the exchange-only KLI potential repair? The gap is
$$D=\varepsilon_{6s}-\varepsilon_X ,$$
with reference value $I_X-I_{6s}$. The removal energies $I_a=E(N-1,\text{hole in }a)-E(N)$ are differences of self-consistent spin-polarized LDA energies (ΔSCF), with the hole spread evenly over $m$.

The algebra is in atomic units. The atoms are spherical, Yb ($Z=70$) $[\mathrm{Xe}]4f^{14}6s^2$ and Hg ($Z=80$) $[\mathrm{Xe}]4f^{14}5d^{10}6s^2$, with orbitals $\phi=R(r)Y_{lm}$ and $P=rR$, $\int P^2dr=1$. xLDA means exchange alone. The scalar relativistic kinetic operator $\hat T$ is $\mathbf p\!\cdot\!K\mathbf p$ with $K=c^2/(2c^2-V)$, where $V$ is the frozen LDA potential of the neutral atom; nonrelativistically $K=\tfrac12$. The nuclear, Hartree and exchange-correlation potentials are $v_{ext}$, $v_H$ and $v_{xc}$, and $[n,0]$ means up density $n$ and down density zero.

Orbital $i$ has spherical density $n_i=P_i^2/4\pi r^2$ and Hartree self-energy
$$U[n_i]=\tfrac12F^0_i,\qquad F^0_i=\int P_i^2\,v_H[n_i]\,dr,\qquad v_H[n_i](r)=\int\frac{P_i^2(r')}{r_>}\,dr' ,$$
with $r_>$ ($r_<$) the larger (smaller) of $r,r'$. Its self-interaction level shift is
$$\delta_i\equiv\langle i|v_H[n_i]+v_{xc}[n_i,0]|i\rangle .$$

With $h$ electrons removed from a shell, Janak's theorem gives $dE/dh=-\varepsilon(h)$, so
$$I=-\int_0^1\varepsilon(h)\,dh .$$
The transition state approximates $-I$ by $\varepsilon(\tfrac12)$. The LDA eigenvalue lies $I+\varepsilon(0)$ above $-I$:

| eV | Yb 4f | Yb 6s | Hg 5d | Hg 6s |
|---|---|---|---|---|
| $\delta$ | 13.09 | 2.13 | 6.03 | 3.18 |
| $[\varepsilon(0)-\varepsilon(1)]/F^0$ (no unit) | 0.46 | 0.78 | 0.68 | 0.83 |
| $I+\varepsilon(0)$ | 7.21 | 2.48 | 5.52 | 3.74 |

The LDA gap therefore falls short of the ΔSCF gap by 4.73 eV in Yb and 1.78 eV in Hg.

In a uniform gas of one spin with Fermi wavevector $k_F$, a plane wave $\mathbf k$ has exchange energy $\Sigma(k)$, with
$$\Sigma(0)=-\frac{2k_F}{\pi},\qquad\Sigma(k_F)=-\frac{k_F}{\pi}.$$

## Perdew-Zunger: one potential per orbital

The Perdew-Zunger (PZ) functional subtracts the self-interaction energy orbital by orbital, $E^{PZ}=E^{LDA}-\sum_i(U[n_i]+E_{xc}[n_i,0])$. Varying $\phi_i$ gives each orbital its own potential,
$$v_i=v_{LDA}-v_H[n_i]-v_{xc}[n_i,0].$$
The central-field form is used: $n_i$ is the spherical average, and the non-orthogonality of orbitals of equal $l$ in different potentials is neglected. The correction is not invariant under unitary mixing of orbitals, so the spherical average is part of the model, and another choice of d or f orbital densities gives other numbers. A real d or f orbital concentrates its density in lobes, which raises its Hartree self-repulsion but makes the local exchange term more negative by a larger amount. With the same radial functions the shell average of $\delta$ falls to about 9.6 eV for Yb 4f and 4.8 eV for Hg 5d, so that $\delta_X-\delta_{6s}$ becomes about 7.5 and 1.6 eV.

At large $r$ in a neutral atom $-Z/r+v_H\to0$ and the local $v_{xc}$ dies with the density, so the LDA potential has no Coulomb tail. The term $-v_H[n_i]\to-1/r$ restores it. Switch the correction on with strength $\lambda$ at fixed potentials. For a normalized eigenstate of $H_\lambda$, differentiating $\varepsilon=\langle\phi|H_\lambda|\phi\rangle$ leaves $\langle\partial_\lambda H\rangle$, since the orbital terms give $\varepsilon\,\partial_\lambda\langle\phi|\phi\rangle=0$. Thus $d\varepsilon_i/d\lambda=-\delta_i$ at $\lambda=0$, which the program tests by finite differences. The self-consistent shift is $-\delta_i$ plus a remainder that collects higher orders and the response of the density:

- Yb 4f: $-13.09+1.70=-11.39$ eV. Yb 6s: $-2.13+0.08=-2.05$ eV.
- Hg 5d: $-6.03-0.01=-6.04$ eV. Hg 6s: $-3.18+0.01=-3.17$ eV.

First order is accurate to 0.1 eV for three orbitals. The 1.70 eV remainder of 4f is not decomposed further here. The gap opens by 9.33 eV in Yb and 2.87 eV in Hg, which is $9.33/4.73=2.0$ and $2.87/1.78=1.6$ times the amount needed. PZ subtracts nearly the full $\delta$, a property of the neutral atom, while the error to be removed is the integral of the relaxed level shift, and in this central-field form the overshoot is larger in Yb, where that shift is the smaller fraction of $F^0$.

## Exact exchange and the KLI potential

Exact exchange removes the self-repulsion without a separate correction. For one spin and closed shells with $g_a=2l_a+1$, the Fock operator is rotationally invariant, so it acts on $R_aY_{lm}$ as a radial function $u_a(r)$ common to all $m$. Three expansions in the angle $\gamma$ between $\mathbf r$ and $\mathbf r'$ give it, with $\mathcal P_l$ the Legendre polynomials. The sum over shell $b$ is $\sum_{m'}Y_{l_bm'}Y^*_{l_bm'}=g_b\mathcal P_{l_b}/4\pi$, the average over $m$ in shell $a$ is $\mathcal P_{l_a}/4\pi$, and $1/r_{12}=\sum_k(r_<^k/r_>^{k+1})\mathcal P_k$. The double angular integral is $4\pi\cdot2\pi\int_{-1}^1dx$ with $x=\cos\gamma$, and $8\pi^2/16\pi^2=\tfrac12$, so
$$P_a^2u_a=-P_a\sum_bg_bP_b\sum_kc^k_{ab}\,Y^k_{ab},\quad c^k_{ab}=\tfrac12\!\int_{-1}^1\!\mathcal P_{l_a}\mathcal P_k\mathcal P_{l_b}dx,\quad Y^k_{ab}(r)=\!\int\!P_aP_b\frac{r_<^k}{r_>^{k+1}}dr' .$$
For $b=a$, $k=0$, $c^0_{aa}=1/(2l_a+1)$ and $g_ac^0_{aa}=1$, so $u_a$ contains exactly $-Y^0_{aa}=-v_H[n_a]$. The formula is tested for s, p, d and f Gaussian shells against four-index integrals, with a largest deviation of $2.6\times10^{-9}$ eV.

A Kohn-Sham scheme requires one local $v_x(r)$ for all orbitals. Make the exact-exchange energy stationary with respect to the local potential. Since $\delta E/\delta\phi_a^*=(\hat T+v_{ext}+v_H+u_a)\phi_a=(\varepsilon_a+u_a-v_x)\phi_a$, and first-order perturbation theory gives $\delta\phi_a=\sum_{j\ne a}\phi_j\langle j|\delta v|a\rangle/(\varepsilon_a-\varepsilon_j)$, orthogonal to $\phi_a$, the $\varepsilon_a$ term drops and
$$\delta E=\int\delta v\,\sum_a\phi_a^*\psi_a\,d^3r+\text{c.c.},\qquad\psi_a=\sum_{j\ne a}\phi_j\frac{\langle j|u_a-v_x|a\rangle}{\varepsilon_a-\varepsilon_j}.$$
Other $m$ states of the same shell do not contribute because $u_a-v_x$ is radial. Setting $\sum_a\phi_a^*\psi_a+\text{c.c.}=0$ is the optimized effective potential equation. The Krieger-Li-Iafrate (KLI) approximation replaces all denominators by one constant. Closure, $\sum_{j\ne a}|j\rangle\langle j|=1-|a\rangle\langle a|$, then gives $\psi_a\propto(u_a-v_x+C_a)\phi_a$ with $C_a=\bar v_a-\bar u_a$, the bars denoting $\int P_a^2(\cdot)\,dr$. Summing over $m$ and shells, the condition is $\sum_ag_aP_a^2(u_a-v_x+C_a)=0$, or
$$v_x=v_S+\sum_b\omega_bC_b,\qquad v_S=\sum_b\omega_bu_b,\qquad\omega_b=\frac{g_bP_b^2}{\rho},\quad\rho=\sum_bg_bP_b^2 .$$
Averaging over $P_a^2$ and subtracting $\bar u_a$ gives linear equations for the constants:
$$\sum_b(\delta_{ab}-M_{ab})\,C_b=\bar v_{S,a}-\bar u_a,\qquad M_{ab}=\int P_a^2\,\omega_b\,dr ,$$
where $\delta_{ab}$ is the Kronecker symbol. Because $\sum_b\omega_b=1$, each row of $M$ sums to 1, and adding $\kappa$ to all $C_b$ leaves the equations satisfied while adding $\kappa$ to $v_x$. All eigenvalues then move together and $D$ is unchanged. One equation is redundant: $\sum_ag_aM_{ab}=\int\rho\,\omega_b\,dr=g_b$ makes the $g$-weighted sum of the left sides vanish, and $\sum_ag_a\bar v_{S,a}=\int\rho v_S\,dr=\sum_ag_a\bar u_a$ does the same on the right. Where 6s dominates the density, $\omega_{6s}\to1$ and $v_x\to u_{6s}+C_{6s}\to-1/r+C_{6s}$, so $C_{6s}=0$ is the choice for which the potential vanishes far out. The program tests the omitted equation, the constant shift on moving the zero to $X$, and the tail: $rv_x=-0.996$ for Yb and $-0.998$ for Hg, in atomic units, at 10.6 Å. It also tests the scheme on nonrelativistic Be, where the KLI energy must lie above Hartree-Fock because the same functional is evaluated with constrained orbitals. It lies 0.02 eV above, and the 2s levels are $-8.40$ and $-8.42$ eV.

The limit of what KLI can do follows from the definition of $C_a$:
$$\varepsilon_a^{KLI}=\langle a|\hat T+v_{ext}+v_H+u_a|a\rangle+C_a .$$
The first term is the expectation value of the Fock operator. It is minus the removal energy at frozen orbitals, since deleting orbital $a$ from the determinant removes its one-body energy and its Coulomb and exchange energy with all other electrons. Only for 6s does the KLI eigenvalue equal it. The uniform gas shows the pattern: there $v_x$ is a constant, $C=0$ at the top level gives $v_x=\Sigma(k_F)$, and the bottom level has $C=-k_F/\pi+2k_F/\pi=k_F/\pi>0$. The local potential is tied to the highest level, and the deeper state does not receive its extra exchange binding. For the atoms the sign is computed and not derived: $C_{4f}=8.99$ eV and $C_{5d}=4.02$ eV.

## The levels

All entries are in eV and scalar relativistic unless marked. Halving the number of grid points changes the LDA gap by 0.008 eV in Yb and 0.004 eV in Hg, so the second decimal is at the edge of the numerical accuracy, and the model itself is much coarser than that. The program and its output follow this text.

| Yb | 4f | 6s | $D$ |
|---|---|---|---|
| LDA, nonrelativistic | −7.78 | −3.73 | 4.06 |
| LDA | −3.31 | −4.08 | −0.77 |
| xLDA | −1.99 | −3.24 | −1.25 |
| KLI | −5.50 | −5.32 | 0.17 |
| transition state | −10.35 | −6.55 | 3.80 |
| $-I$, ΔSCF | −10.52 | −6.56 | 3.96 |
| PZ | −14.69 | −6.13 | 8.56 |
| Fock expectation | −14.48 | −5.32 | 9.16 |

| Hg | 5d | 6s | $D$ |
|---|---|---|---|
| LDA, nonrelativistic | −12.31 | −5.58 | 6.73 |
| LDA | −10.08 | −7.12 | 2.96 |
| xLDA | −8.74 | −6.02 | 2.72 |
| KLI | −12.37 | −9.01 | 3.35 |
| transition state | −15.53 | −10.84 | 4.70 |
| $-I$, ΔSCF | −15.60 | −10.86 | 4.74 |
| PZ | −16.12 | −10.29 | 5.82 |
| Fock expectation | −16.39 | −9.01 | 7.38 |

Relativity lowers $D$ in LDA by $4.06+0.77=4.83$ eV in Yb and $6.73-2.96=3.77$ eV in Hg. Since $V<0$, $K<\tfrac12$, most of all near the nucleus. At fixed orbital this lowers the kinetic energy of every orbital, 4f and 5d included. After self-consistency the 6s level has dropped by 0.35 and 1.54 eV. The 4f and 5d levels rise by 4.47 and 2.23 eV. A smaller $K$ in a fixed potential can only lower a level, so the rise must come from the change of the self-consistent potential, that is, from increased screening of the nucleus. The inverted LDA order in Yb needs both effects: without relativity LDA gives $+4.06$ eV, and without the eigenvalue error the relativistic gap is $+3.96$ eV. The closeness of these two numbers is a cancellation of two unrelated shifts, 4.83 and 4.73 eV.

Relative to $-I$, PZ places Yb 4f too deep by $14.69-10.52=4.17$ eV and Hg 5d by 0.52 eV, and leaves 6s too shallow by 0.43 and 0.57 eV. Each PZ level is closer to $-I$ than its LDA counterpart, whose errors are 7.21, 5.52, 2.48 and 3.74 eV. The gap, however, ends 4.60 eV too large in Yb, about as wrong as the 4.73 eV shortfall it replaces, and 1.08 eV too large in Hg. These sizes are relative to ΔSCF, whose own error in the gap is not small. The measured terms $4f^{13}6s^2$ of Yb$^+$ and $5d^96s^2$ of Hg$^+$, averaged over $j$, lie about 3.2 and 5.15 eV above the ion ground states, so ΔSCF is about 0.8 eV too large in Yb and 0.4 eV too small in Hg. Against these values the LDA shortfalls are about 4.0 and 2.2 eV and the PZ overshoots about 5.4 and 0.7 eV. The overshoot is a tested inequality for Yb; for Hg it is read from the output and depends on the spherical averaging. With real orbital densities the first-order opening, about 1.6 eV, is slightly below the 1.78 eV needed in Hg, while in Yb about 7.5 eV still exceeds 4.73 eV. The PZ levels of $X$ lie within 0.3 eV of the Fock expectation values, but this agreement depends on the spherical averaging: the first-order PZ levels, −16.4 and −16.1 eV with spherical densities, become with real orbital densities about −12.9 eV for Yb 4f and −14.9 eV for Hg 5d.

KLI has no correlation, so it is compared with xLDA. It lowers 4f and 6s of Yb by 3.51 and 2.09 eV, and 5d and 6s of Hg by 3.62 and 2.99 eV. The gaps open by 1.42 and 0.63 eV, which is 30% and 35% of the LDA shortfalls relative to ΔSCF. Adding the constants gives the Fock gaps, $0.17+8.99=9.16$ eV and $3.35+4.02=7.37$ eV (printed 7.38), and the tested order is $D(\mathrm{KLI})<D(\Delta\mathrm{SCF})<D(\mathrm{Fock})$ in both atoms. The comparison with ΔSCF mixes in correlation. Its local estimate, the LDA gap minus the xLDA gap, is $-0.77+1.25=0.48$ eV and $2.96-2.72=0.24$ eV, and adding it would give about 0.65 and 3.6 eV, still short of 3.96 and 4.74 eV.

The KLI result limits the claim in the question. A local potential with the correct tail, derived from an energy in which the self-Hartree term cancels exactly, still leaves $X$ high relative to 6s when measured against removal energies. Part of what is called self-interaction error in $D$ is the difference between an inner eigenvalue of a local potential and a removal energy, two quantities that need not agree. For a density functional Janak's theorem makes them equal only when the average of $\varepsilon(h)$ over the hole equals $\varepsilon(0)$, and for exact exchange the frozen-orbital removal energy is fixed by the Fock expectation value $\varepsilon_a^{KLI}-C_a$, not by the KLI eigenvalue.

Two omissions bear on the small numbers. Spin-orbit coupling, with $\langle\mathbf l\cdot\mathbf s\rangle=l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ for $j=l-\tfrac12$, raises the upper component by $l/(2l+1)$ of the splitting, $3/7$ for an f shell. The 4f splitting of Yb is about 1.3 eV, so the shift, about 0.6 eV, exceeds the KLI gap of 0.17 eV, and the sign of that gap is not a safe prediction. The error of KLI relative to the full optimized potential was not examined for d and f shells either. In a solid the valence electrons of neighbouring atoms add screening of the hole, and a delocalized s band has $F^0\to0$, so the atomic values of $\delta$ and $I+\varepsilon(0)$ do not carry over unchanged.

## Computed results

```
hartree = 27.21139 eV, bohr = 0.529177 angstrom, c = 137.0360 a.u.
log grid: 3000 points, 5.29e-06 to 18.52 angstrom
Z=80 ion 1s ZORA: grid -106089.3 eV, from Dirac -106093.6 eV
Z=80 ion 6s ZORA: grid -2565.0 eV, from Dirac -2565.0 eV
1s Z=1: U 8.504, Ex -7.294, U+Ex 1.210, 2U+4Ex/3 7.282 eV
1s Z=3: U 25.511, Ex -21.881, U+Ex 3.630, 2U+4Ex/3 21.847 eV
s,p,d,f exchange, radial vs Gaussian integrals: max deviation 2.6e-09 eV
Be: E(KLI)-E(HF) 0.0197 eV, 2s KLI -8.404, HF -8.416 eV
=== Yb, Z=70, X=4f; energies in eV
4f: <r> 0.418 angstrom, F0 32.96, 4Ex/3 -18.98, <vc> -0.90
4f: delta 13.09, delta/F0 0.397, U+Exc 1.45
4f: dE/dh(1/2) 10.346, eps(h=1) -18.42, eps(0)-eps(1) 15.12, I+eps(0) 7.21
4f: PZ shift -11.39, relaxation 1.70, KLI-xLDA shift -3.51
6s: <r> 2.050 angstrom, F0 6.35, 4Ex/3 -3.76, <vc> -0.46
6s: delta 2.13, delta/F0 0.336, U+Exc -0.03
6s: dE/dh(1/2) 6.550, eps(h=1) -9.05, eps(0)-eps(1) 4.97, I+eps(0) 2.48
6s: PZ shift -2.05, relaxation 0.08, KLI-xLDA shift -2.09
LDA nonrel   4f   -7.78  6s   -3.73  D   4.06
LDA          4f   -3.31  6s   -4.08  D  -0.77
xLDA         4f   -1.99  6s   -3.24  D  -1.25
PZ           4f  -14.69  6s   -6.13  D   8.56
KLI          4f   -5.50  6s   -5.32  D   0.17
Fock expect  4f  -14.48  6s   -5.32  D   9.16
eps(h=1/2)   4f  -10.35  6s   -6.55  D   3.80
-I DeltaSCF  4f  -10.52  6s   -6.56  D   3.96
C_4f 8.99; r*vx -0.9959 a.u. at 10.60 angstrom
D change: PZ-LDA 9.33, KLI-xLDA 1.42, DeltaSCF-LDA 4.73
D(LDA) half grid minus full grid -0.008
=== Hg, Z=80, X=5d; energies in eV
5d: <r> 0.795 angstrom, F0 16.50, 4Ex/3 -9.77, <vc> -0.70
5d: delta 6.03, delta/F0 0.365, U+Exc 0.31
5d: dE/dh(1/2) 15.530, eps(h=1) -21.38, eps(0)-eps(1) 11.30, I+eps(0) 5.52
5d: PZ shift -6.04, relaxation -0.01, KLI-xLDA shift -3.62
6s: <r> 1.418 angstrom, F0 9.18, 4Ex/3 -5.45, <vc> -0.55
6s: delta 3.18, delta/F0 0.347, U+Exc 0.03
6s: dE/dh(1/2) 10.835, eps(h=1) -14.70, eps(0)-eps(1) 7.58, I+eps(0) 3.74
6s: PZ shift -3.17, relaxation 0.01, KLI-xLDA shift -2.99
LDA nonrel   5d  -12.31  6s   -5.58  D   6.73
LDA          5d  -10.08  6s   -7.12  D   2.96
xLDA         5d   -8.74  6s   -6.02  D   2.72
PZ           5d  -16.12  6s  -10.29  D   5.82
KLI          5d  -12.37  6s   -9.01  D   3.35
Fock expect  5d  -16.39  6s   -9.01  D   7.38
eps(h=1/2)   5d  -15.53  6s  -10.84  D   4.70
-I DeltaSCF  5d  -15.60  6s  -10.86  D   4.74
C_5d 4.02; r*vx -0.9983 a.u. at 10.60 angstrom
D change: PZ-LDA 2.87, KLI-xLDA 0.63, DeltaSCF-LDA 1.78
D(LDA) half grid minus full grid -0.004
```
